\section*{Is every smooth density the density of a pure ground state?}

\section*{Question}

Suppose I am given a smooth, positive density $\rho(\mathbf r)$ that integrates to $N$ electrons. I have been assuming that some local potential has a ground-state wavefunction with this density. Is that true? If it fails, I would like an explicit density with interacting electrons. I would also like to know how one can exclude \emph{all} potentials, since nobody can try them one by one. I have seen the average over a degenerate multiplet suggested as a candidate. Is averaging enough by itself?

\section*{Answer}

The assumption is not true in general, and averaging a multiplet can produce a counter-example. The explicit one below is for spin-polarised electrons. Averaging is not enough by itself, though: one further condition has to be checked, and free electron spins can spoil it.

\subsection*{One potential decides for all of them}

Write
\begin{equation}
H_v=T+W+\sum_{i=1}^N v(\mathbf r_i),
\end{equation}
with kinetic energy $T$, Coulomb repulsion $W$ and a local, spin-independent potential $v$. Let $H_v$ have a degenerate ground level of energy $E$, separated by a gap from the rest. Mix ground states $\psi_k$ with weights $w_k\ge 0$, $\sum_k w_k=1$:
\begin{equation}
D=\sum_k w_k|\psi_k\rangle\langle\psi_k| ,\qquad \bar\rho=\sum_k w_k\rho_k .
\end{equation}
The density $\bar\rho$ is then called ensemble $v$-representable. It is pure-state $v$-representable if a single ground-state wavefunction of some potential, not necessarily $v$, has this density.

Suppose $\psi'$ is a ground state of $H_{v'}$ with density $\bar\rho$, where $\int v'\bar\rho$ is finite. No ensemble lies below the ground energy of $H_{v'}$, so
\begin{equation}
\langle\psi'|T+W|\psi'\rangle+\int v'\bar\rho\;\le\;\mathrm{Tr}\,D(T+W)+\int v'\bar\rho .
\end{equation}
The potential terms are equal because the densities are equal. Cancel them and add $\int v\bar\rho$ to both sides:
\begin{equation}
\langle\psi'|H_v|\psi'\rangle\le \mathrm{Tr}\,DH_v=E .
\end{equation}
The variational principle for $H_v$ gives the opposite inequality, so the energy equals $E$. Any component of $\psi'$ outside the ground level would raise it, so $\psi'$ is itself a ground state of $H_v$. Hence $\bar\rho$ is pure-state $v$-representable if and only if some ground state of the \emph{original} $H_v$ has density $\bar\rho$. The search over potentials has become a search within one multiplet.

\subsection*{An exactly solvable interacting multiplet}

Take two electrons, both with spin up, in a harmonic trap. All competing states and potentials below refer to this spin sector. In Gaussian units,
\begin{equation}
H=\sum_{i=1}^2\left(-\frac{\hbar^2}{2m}\nabla_i^2+\frac{m\omega^2}{2}r_i^2\right)+\frac{e^2}{|\mathbf r_1-\mathbf r_2|},\qquad \omega=\frac{me^4}{4\hbar^3}.
\end{equation}
With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$ one has $\nabla_{1,2}=\tfrac12\nabla_R\pm\nabla_r$. Therefore $\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_r^2$ and $r_1^2+r_2^2=2R^2+\tfrac12r^2$, which gives
\begin{equation}
H=\left[-\frac{\hbar^2}{4m}\nabla_R^2+m\omega^2R^2\right]+\left[-\frac{\hbar^2}{m}\nabla_r^2+\frac{m\omega^2}{4}r^2+\frac{e^2}{r}\right].
\end{equation}
The first bracket is an oscillator of mass $2m$ and frequency $\omega$. Its ground energy is $\tfrac32\hbar\omega$ and its ground state is $\Phi\propto e^{-m\omega R^2/\hbar}$.

From here lengths are in $a_0=\hbar^2/(me^2)$ and energies in hartree, $e^2/a_0$. Then $\omega=1/4$, $\Phi\propto e^{-R^2/4}$, and the relative equation is
\begin{equation}
-\nabla^2\phi+\frac{r^2}{64}\phi+\frac1r\phi=\varepsilon\phi .
\end{equation}
Both spins are up, so $\phi(-\mathbf r)=-\phi(\mathbf r)$ and only odd angular momenta $l$ occur. For $l=1$ put $\phi_{\mathbf c}=\mathcal N(\mathbf c\cdot\mathbf r)f(r)$ with a complex unit vector $\mathbf c$. Since $\nabla^2(\mathbf c\cdot\mathbf r)=0$ and $2\mathbf c\cdot\nabla f=2(\mathbf c\cdot\mathbf r)f'/r$,
\begin{equation}
\nabla^2[(\mathbf c\cdot\mathbf r)f]=(\mathbf c\cdot\mathbf r)\left(f''+\frac4rf'\right).
\end{equation}
With $f=g\,e^{-r^2/16}$,
\begin{align}
f'&=\left(g'-\tfrac r8g\right)e^{-r^2/16},\\
f''&=\left(g''-\tfrac r4g'-\tfrac18g+\tfrac{r^2}{64}g\right)e^{-r^2/16}.
\end{align}
The terms in $r^2g/64$ cancel against the trap, leaving
\begin{equation}
g''+\left(\frac4r-\frac r4\right)g'+\left(\varepsilon-\frac58-\frac1r\right)g=0 .
\end{equation}
Try $g=1+r/4$. The coefficient of $1/r$ is $4\cdot\tfrac14-1=0$. The constant term is $\varepsilon-\tfrac58-\tfrac14$, which vanishes for $\varepsilon=\tfrac78$. The coefficient of $r$ is then $-\tfrac1{16}+\tfrac14\cdot\tfrac14=0$. So
\begin{equation}
\psi_{\mathbf c}\propto(\mathbf c\cdot\mathbf r)\left(1+\frac r4\right)e^{-r^2/16}e^{-R^2/4},\qquad E=\frac38+\frac78=\frac54 .
\end{equation}
In general units $E=5\hbar\omega$, here about 34.0 eV.

The radial function has no node, so this is the lowest $l=1$ level. Levels with $l=3,5,\dots$ lie higher because their centrifugal term is larger. The ground level is therefore threefold degenerate, and the $\psi_{\mathbf c}$ are all of its states. Numerically, the cheapest relative excitation costs 0.428 hartree. Exciting the centre of mass costs $\hbar\omega=0.25$ hartree, which is therefore the gap $\Delta$.

\subsection*{The densities of all its pure states}

Fix one electron at $\mathbf x$. The other is at $\mathbf x-\mathbf r$, so $\mathbf R=\mathbf x-\mathbf r/2$, and
\begin{equation}
\rho_{\mathbf c}(\mathbf x)=2\int d^3r\,|\phi_{\mathbf c}(\mathbf r)|^2\,|\Phi(\mathbf x-\mathbf r/2)|^2 ,
\end{equation}
with a factor 2 for two identical electrons. Here $|\Phi|^2=(2\pi)^{-3/2}e^{-R^2/2}$. Expanding $R^2=x^2-\mathbf x\cdot\mathbf r+r^2/4$ and collecting exponents gives $e^{-x^2/2}\,e^{-r^2/4}\,e^{\mathbf x\cdot\mathbf r/2}$.

Let $\mathbf c=\mathbf a+i\mathbf b$ with real $\mathbf a,\mathbf b$. Then
\begin{equation}
|\mathbf c\cdot\hat{\mathbf r}|^2=\hat{\mathbf r}^TM\hat{\mathbf r},\qquad M=\mathbf a\mathbf a^T+\mathbf b\mathbf b^T,\qquad \mathrm{Tr}\,M=1 .
\end{equation}
Split $M=\tfrac13I+Q$ with $Q$ traceless, and set $t=xr/2$. The isotropic part needs
\begin{equation}
\int d\Omega_r\,e^{t\hat{\mathbf x}\cdot\hat{\mathbf r}}=4\pi i_0(t),\qquad i_0(t)=\frac{\sinh t}{t}.
\end{equation}
For the other part, symmetry about $\hat{\mathbf x}$ requires
\begin{equation}
\int d\Omega_r\,\hat r_i\hat r_j\,e^{t\hat{\mathbf x}\cdot\hat{\mathbf r}}=\alpha\delta_{ij}+\beta\hat x_i\hat x_j .
\end{equation}
The $\alpha$ term drops out against $Q$. The trace gives $3\alpha+\beta=2\pi\int_{-1}^1e^{t\mu}d\mu$, and projection on $\hat{\mathbf x}$ gives $\alpha+\beta=2\pi\int_{-1}^1\mu^2e^{t\mu}d\mu$. Eliminating $\alpha$,
\begin{equation}
\beta=2\pi\int_{-1}^1\frac{3\mu^2-1}{2}e^{t\mu}d\mu\equiv4\pi i_2(t).
\end{equation}
Therefore
\begin{equation}
\rho_{\mathbf c}(\mathbf x)=A(x)+B(x)\left(|\mathbf c\cdot\hat{\mathbf x}|^2-\tfrac13\right),
\label{density}
\end{equation}
where, with $C=8\pi\mathcal N^2/(2\pi)^{3/2}$,
\begin{align}
A(x)&=\frac C3e^{-x^2/2}\int_0^\infty r^4g^2e^{-r^2/4}\,i_0(xr/2)\,dr,\\
B(x)&=Ce^{-x^2/2}\int_0^\infty r^4g^2e^{-r^2/4}\,i_2(xr/2)\,dr .
\end{align}

The sign of $B$ matters. Since $(3\mu^2-1)/2=\tfrac18\frac{d^2}{d\mu^2}(1-\mu^2)^2$, two integrations by parts, whose boundary terms vanish, give
\begin{equation}
i_2(t)=\frac{t^2}{16}\int_{-1}^1(1-\mu^2)^2e^{t\mu}d\mu>0\qquad(t>0).
\end{equation}
So $B(x)>0$ for every $x>0$.

Now average equally over $\mathbf c=\mathbf e_x,\mathbf e_y,\mathbf e_z$. The three matrices $M$ add up to $I$, so $Q$ averages to zero and $\bar\rho=A(x)$. This density is positive and integrates to 2. It is smooth also at the origin, because $i_0(xr/2)$ is a power series in $x^2$ and the Gaussian factor keeps the integral and its derivatives convergent.

\subsection*{Why no pure state has the average density}

The real vectors $\mathbf a$ and $\mathbf b$ span at most a plane. Choose a unit vector $\mathbf n$ perpendicular to both. Then $\mathbf c\cdot\mathbf n=0$, and (\ref{density}) gives
\begin{equation}
\rho_{\mathbf c}(x\mathbf n)=A(x)-\tfrac13B(x)<A(x).
\end{equation}
Every pure state of the multiplet thus has an axis along which its density falls below the average. At $x=2a_0$, $A=0.01216\,a_0^{-3}$ and $B=0.01575\,a_0^{-3}$, so the dip is $0.01575/(3\times0.01216)=43\%$ of the average. At $1a_0$ it is 16\%, and at $4a_0$ it is 74\%.

No ground state of this trap has density $\bar\rho$. By the first section, no pure ground state of any other potential in this spin sector has it either. Yet $\bar\rho$ is a ground-state ensemble density by construction.

\subsection*{What it costs to insist on a pure state}

Define $F_{\rm pure}[\rho]$ as the infimum of $\langle T+W\rangle$ over wavefunctions with density $\rho$, and $F_{\rm ens}[\rho]$ as the same infimum over ensembles. Every ensemble with density $\bar\rho$ has $\langle H_v\rangle\ge E$, and $D$ attains $E$. Hence
\begin{equation}
F_{\rm ens}[\bar\rho]=E-\int v\bar\rho=1.250-0.566=0.684\ \text{hartree}.
\end{equation}
The kinetic and repulsion energies, calculated separately, give the same value: $0.448+0.236=0.684$ hartree.

Let $\psi$ be any wavefunction with density $\bar\rho$, and let $p$ be its weight outside the multiplet. For $p<1$, choose the phase so that $\psi=\sqrt{1-p}\,\psi_{\mathbf c}+\sqrt p\,\chi$, with $\chi$ orthogonal to the multiplet. Because $H_v$ does not couple the two parts, $\langle\psi|H_v|\psi\rangle\ge E+p\Delta$.

A small $p$ would force the density of $\psi$ to be close to $\rho_{\mathbf c}$. To see this, use $\big||\psi|^2-|\psi_{\mathbf c}|^2\big|\le|\psi-\psi_{\mathbf c}|\,|\psi+\psi_{\mathbf c}|$ and the Cauchy--Schwarz inequality:
\begin{align}
\int|\bar\rho-\rho_{\mathbf c}|
&\le N\|\psi-\psi_{\mathbf c}\|\,\|\psi+\psi_{\mathbf c}\|\nonumber\\
&=N\sqrt{(2-2\sqrt{1-p})(2+2\sqrt{1-p})}=2N\sqrt p .
\end{align}
Let $d$ be the smallest value of the left side over all $\mathbf c$. Then $p\ge(d/2N)^2$. This also holds for $p=1$, since $d\le2N$. Hence
\begin{equation}
F_{\rm pure}[\bar\rho]-F_{\rm ens}[\bar\rho]\ge\Delta\left(\frac d{2N}\right)^2>0 .
\label{cost}
\end{equation}

To find $d$, note that $M$ has eigenvalues $\lambda,1-\lambda,0$. The angular integral $J(\lambda)=\int d\Omega\,|\hat{\mathbf x}^TM\hat{\mathbf x}-\tfrac13|$ is convex in $\lambda$, and a rotation shows $J(\lambda)=J(1-\lambda)$. Its minimum is therefore at $\lambda=\tfrac12$, the circular state $\mathbf c=(\mathbf e_x+i\mathbf e_y)/\sqrt2$. There $\hat{\mathbf x}^TM\hat{\mathbf x}-\tfrac13=\tfrac12(\tfrac13-\mu^2)$ with $\mu=\cos\theta$, so
\begin{equation}
J(\tfrac12)=2\pi\int_0^1\left|\mu^2-\tfrac13\right|d\mu=2\pi\cdot\frac4{9\sqrt3}=\frac{8\pi}{9\sqrt3}.
\end{equation}
Thus $d=\frac{8\pi}{9\sqrt3}\int_0^\infty Bx^2dx=0.427$ electrons. The bound is $0.25\times(0.4272/4)^2=2.85\times10^{-3}$ hartree, or 77.6 meV. The true cost is at least this; I have not calculated it.

It follows that $F_{\rm pure}$ is not convex. For each of the three states averaged above, $F_{\rm pure}[\rho_k]=E-\int v\rho_k$. The mean of these values is $F_{\rm ens}[\bar\rho]$, which lies strictly below $F_{\rm pure}[\bar\rho]$.

The cost can be bracketed numerically in a small model: one particle on the 12 sites of an icosahedron, with positive hopping energy $t$ between neighbours. Its ground level is a triplet at $-2.236t$ with a uniform average density. The lowest spinless pure state found with uniform density has energy $-2.000t$, so the cost is at most $0.236t$. From below, (\ref{cost}) with $N=1$, gap $1.236t$ and $d=2/(3\sqrt5)\approx0.298$ gives $1.236t\times(0.298/2)^2=0.027t$. This $d$ is exact. A triplet state puts $\tfrac14\mathbf n_i^TM\mathbf n_i$ on each of the two sites of axis $i$, with six unit vectors obeying $(\mathbf n_i\cdot\mathbf n_j)^2=\tfrac15$ for $i\ne j$. So the error of $M=\tfrac13I+Q$ is $\|Q\|=\tfrac12\sum_i|\mathbf n_i^TQ\mathbf n_i|$. Pure states have a zero eigenvalue of $M$, so $d=\tfrac13/\max_{\|Q\|=1}[-\lambda_{\min}(Q)]$. This convex function is largest at a corner of the unit ball, $Q=\tfrac54(\mathbf n_i\mathbf n_i^T-\mathbf n_j\mathbf n_j^T)$, where $\lambda_{\min}=-\tfrac54\cdot\tfrac2{\sqrt5}=-\tfrac{\sqrt5}2$. Random sampling of the triplet reaches only 0.307, which overestimates $d$ and would overstate the bound. Among 4000 random potentials, no ground state came closer to uniformity than an error of 0.076 on its worst site, compared with a mean occupation of $1/12\approx0.083$. Random potentials lift the degeneracy and give real ground states, so complex superpositions within the triplet are not in this sample, and 0.076 is not a lower limit.

\subsection*{How free spin can remove the obstruction}

Boron has a $^2P$ ground term when spin--orbit coupling is neglected. It looks like the same situation, but now each spatial state occurs with spin up and spin down. Let $X,Y,Z$ be the three real spatial partners, and consider the single wavefunction
\begin{equation}
\Psi=\sqrt{\tfrac23}\,\frac{X_\uparrow+iY_\uparrow}{\sqrt2}+\sqrt{\tfrac13}\,Z_\downarrow .
\end{equation}
The total density operator does not change spin, so up--down cross terms vanish. The $X$--$Y$ cross terms are $\tfrac13(i\rho_{XY}-i\rho_{YX})$, and they cancel because $\rho_{XY}=\rho_{YX}$ for real functions. What remains is
\begin{equation}
\rho_\Psi=\tfrac13(\rho_X+\rho_Y+\rho_Z).
\end{equation}
The averaged density of the boron term is therefore pure-state $v$-representable, by boron's own potential. The argument with the normal $\mathbf n$ fails because $\Psi$ contains two complex vectors, one for each spin, and together they need not lie in a plane.

If $M_S$ is fixed, a single vector $\mathbf c$ remains and the obstruction returns. I checked this with full configuration interaction for the three valence electrons in the cc-pVDZ basis, with the $1s^2$ core frozen from a Hartree--Fock calculation on B$^{3+}$. At 1.5 bohr from the nucleus, the density of the circular state at fixed $M_S$ varies with direction by 37\% of its mean. This figure is basis-dependent at the level of one percentage point: 36.7\% in aug-cc-pVDZ and 37.7\% in cc-pVTZ without $f$ functions. Rotational symmetry gives the fixed-$M_S$ densities the form (\ref{density}), for which this variation is $|B|/2A$; it shows $B\ne0$, which is all the argument with $\mathbf n$ needs. That of the spin-entangled state is constant to rounding error. In the icosahedron model, too, a spin-$\tfrac12$ particle reaches uniform density at the ground energy $-2.236t$.

The same caution limits the trap example. With opposite spins allowed, the relative level $l=0$ at 0.714 hartree lies below the $l=1$ level at 0.875 hartree, so the triplet is no longer the ground level. The trap settles the question for spin-polarised electrons. With free spins, the argument carries over to a spin-singlet $P$ ground level whose density has a non-zero quadrupole part, since such a level again offers a single vector $\mathbf c$.

So a multiplet average is guaranteed to be an ensemble ground-state density. To show that it is not a pure one, you must examine every superposition in the ground level, including those that combine different spin directions. The numerical check checks the wavefunction, the density formula and the finite models numerically.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TWO SPIN-UP ELECTRONS IN A HARMONIC TRAP
hbar*omega = 0.2500 hartree = 6.8028 eV
bohr radius a0 = 0.529177 angstrom
ground energy, exact = 1.250000 hartree = 34.0142 eV
ground energy, radial grid = 1.250000 hartree
local energies = 1.250000, 1.250000 hartree
relative level l=0 (opposite spins) = 0.714262 hartree
relative level l=1 = 0.875000 hartree
relative level l=3 = 1.303348 hartree
lowest relative excitation, odd l = 0.428348 hartree
gap above triplet (centre of mass) = 0.250000 hartree
integral of average density = 2.00000000 electrons
radius (bohr), A and B (bohr^-3), unavoidable dip B/(3A) (percent):
  1.0  0.0155765  0.0076009  16.266
  2.0  0.0121573  0.0157525  43.191
  3.0  0.0061756  0.0115840  62.526
  4.0  0.0018667  0.0041648  74.371
external energy of average density = 0.566069 hartree
ensemble kinetic energy = 0.448208 hartree
ensemble repulsion energy = 0.235723 hartree
F_ens[average density] = 0.683931 hartree
smallest integrated density difference d = 0.427218 electrons
lower bound on pure-state cost = 2.8518e-03 hartree = 77.601 meV
ONE PARTICLE ON AN ICOSAHEDRON (energies in hopping t)
triplet ground energy = -2.236068 t
gap above triplet = 1.236068 t
best spinless pure state, uniform density = -2.000000 t
pure-state cost found = 0.236068 t
smallest sampled density difference d = 0.307123 particles
cost estimate from sampled d = 0.029148 t
best spin-1/2 pure state, uniform density = -2.236068 t
random potentials tried = 4000 (count)
closest approach, largest site error = 0.07615 particles
BORON, FROZEN-CORE FULL CI, cc-pVDZ
2P energy = -24.589765 hartree
splitting inside 2P triplet = 5.3e-15 hartree
next level above 2P = 3.517 eV
radius for angular test = 1.50 bohr
average density there = 0.052616 bohr^-3
angular spread, circular fixed-M_S state = 37.08 percent
angular spread, spin-entangled state = 3.2e-13 percent
\end{verbatim}
